\section*{The Broido--Sham transformation and hole subband splitting in quantum wells, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions and conventions}

Energies are in meV, lengths in nm and wave vectors in nm$^{-1}$, and $c=\hbar^2/2m_0$ with $m_0$ the free-electron mass. Hole energy is counted positive, so that it grows downward into the valence band and a confining potential $V(z)$ has a minimum. The growth axis is the cubic axis $[001]$, called $z$. The in-plane wave vector is conserved, $(k_x,k_y)=k(\cos\varphi,\sin\varphi)$ with $k\ge 0$, and $k_\pm=k_x\pm ik_y=ke^{\pm i\varphi}$. Along $z$ the wave vector is the operator $k_z=-i\partial_z$. The envelopes vanish at infinity or at hard walls, so integration by parts leaves no boundary term and $k_z$ is Hermitian in every matrix element used here.

The four band-edge states $|\tfrac32,m\rangle$ with $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$ are labelled $|1\rangle,\dots,|4\rangle$. States 1 and 4 are heavy holes (HH), states 2 and 3 light holes (LH). The phases are the standard ones, $J_+|m\rangle=\sqrt{15/4-m(m+1)}\,|m+1\rangle$, which gives
\begin{equation}
(J_+)_{12}=\sqrt3,\qquad (J_+)_{23}=2,\qquad (J_+)_{34}=\sqrt3 .
\end{equation}
With $\{A,B\}=(AB+BA)/2$ and $K^2=k^2+k_z^2$, the Luttinger--Kohn Hamiltonian of the well is
\begin{align}
H={}&c\Big[\big(\gamma_1+\tfrac52\gamma_2\big)K^2-2\gamma_2\big(k_x^2J_x^2+k_y^2J_y^2+k_z^2J_z^2\big)\nonumber\\
&\quad-4\gamma_3\big(k_xk_y\{J_x,J_y\}+k_yk_z\{J_y,J_z\}+k_zk_x\{J_z,J_x\}\big)\Big]+V(z).
\label{eq:LK}
\end{align}
The assumptions are that the Luttinger parameters do not depend on $z$, that $\gamma_3>0$ and $\gamma_1>2\gamma_2>0$, and that $V$ is a scalar, the same for all four components. The Hamiltonian contains no term from bulk inversion asymmetry. The first assumption is relaxed in Section~\ref{sec:fail}.

\section{The matrix form}

The in-plane $\gamma_2$ term is split into a part symmetric under rotation about $z$ and a remainder,
\begin{equation}
2\big(k_x^2J_x^2+k_y^2J_y^2\big)=k^2\big(J_x^2+J_y^2\big)+\big(k_x^2-k_y^2\big)\big(J_x^2-J_y^2\big),
\end{equation}
as expanding the right side shows. Three identities reduce everything to $J_\pm$ and $J_z$. First, $J_x^2+J_y^2=\tfrac{15}{4}-J_z^2$. Second, $J_\pm^2=J_x^2-J_y^2\pm2i\{J_x,J_y\}$, so that $J_x^2-J_y^2=(J_+^2+J_-^2)/2$ and $\{J_x,J_y\}=(J_+^2-J_-^2)/4i$. Third, $k_xJ_x+k_yJ_y=(k_-J_++k_+J_-)/2$.

The diagonal element for state $m$ is
\begin{equation}
c\gamma_1K^2+c\gamma_2\Big[\tfrac52\big(k^2+k_z^2\big)-k^2\big(\tfrac{15}4-m^2\big)-2k_z^2m^2\Big]+V .
\end{equation}
For $m^2=\tfrac94$ the bracket is $k^2-2k_z^2$, and for $m^2=\tfrac14$ it is $-(k^2-2k_z^2)$. The diagonal is therefore $P\pm Q+V$ with $P=c\gamma_1K^2$ and $Q=c\gamma_2(k^2-2k_z^2)$, the upper sign for HH.

Elements with $\Delta m=1$ come from $-4c\gamma_3k_z\{k_xJ_x+k_yJ_y,J_z\}$. Above the diagonal only $J_+$ contributes, and $\{J_+,J_z\}_{m+1,m}=(J_+)_{m+1,m}(2m+1)/2$ because $J_z$ gives $m$ on the right and $m+1$ on the left. The element is $-c\gamma_3k_-k_z(2m+1)(J_+)_{m+1,m}$. For $m=\tfrac12,-\tfrac12,-\tfrac32$ the factor $2m+1$ is $2,0,-2$, so $H_{12}=-S$, $H_{23}=0$ and $H_{34}=+S$ with $S=2\sqrt3\,c\gamma_3k_-k_z$.

Elements with $\Delta m=2$ come from $J_+^2$, with $(J_+^2)_{13}=(J_+^2)_{24}=2\sqrt3$. Then $(J_x^2-J_y^2)_{13}=\sqrt3$ and $\{J_x,J_y\}_{13}=-i\sqrt3/2$, the same for the pair 24, and $H_{13}=H_{24}=R$ with $R=\sqrt3c[-\gamma_2(k_x^2-k_y^2)+2i\gamma_3k_xk_y]$. No term changes $m$ by 3. The matrix is
\begin{equation}
H=\begin{pmatrix}
P+Q&-S&R&0\\
-S^\dagger&P-Q&0&R\\
R^*&0&P-Q&S\\
0&R^*&S^\dagger&P+Q
\end{pmatrix}+V .
\label{eq:H4}
\end{equation}
With $k_x^2-k_y^2=k^2\cos2\varphi$ and $2k_xk_y=k^2\sin2\varphi$, the couplings separate into a size and a phase:
\begin{align}
R&=\sqrt3\,ck^2\big(-\gamma_2\cos2\varphi+i\gamma_3\sin2\varphi\big)=r\,e^{i\theta_R},\qquad r\ge0,\\
S&=e^{i\theta_S}\,\sigma,\qquad \sigma=s\,k_z,\qquad s=2\sqrt3\,c\gamma_3k,\qquad\theta_S=-\varphi .
\end{align}
Here $r$ and $s$ are numbers, $\sigma$ is a Hermitian operator, and both phases depend on $\varphi$ alone. No axial approximation has been made.

\section{Removing the phases}

Define $|j'\rangle=e^{i\chi_j}|j\rangle$ with constant $\chi_j$, so that $H'_{ij}=e^{-i(\chi_i-\chi_j)}H_{ij}$. The four couplings lose their phases if
\begin{equation}
\chi_1-\chi_2=\theta_S,\qquad \chi_3-\chi_4=\theta_S,\qquad \chi_1-\chi_3=\theta_R,\qquad \chi_2-\chi_4=\theta_R .
\end{equation}
These are four conditions on three independent differences. They are compatible because the couplings form the closed loop $1\to2\to4\to3\to1$, and both paths from 1 to 4 demand the same value, $\chi_1-\chi_4=\theta_S+\theta_R$. Fixing the free overall phase by $\chi_1+\chi_4=0$ gives
\begin{equation}
\chi_1=-\chi_4=\tfrac12(\theta_R+\theta_S),\qquad \chi_2=-\chi_3=\tfrac12(\theta_R-\theta_S).
\label{eq:chi}
\end{equation}
Adding $2\pi$ to either angle changes all four $e^{i\chi_j}$ by a common sign, so the branch chosen for the angles is immaterial. With $a=P+Q+V$ and $b=P-Q+V$,
\begin{equation}
H'=\begin{pmatrix}
a&-\sigma&r&0\\
-\sigma&b&0&r\\
r&0&b&\sigma\\
0&r&\sigma&a
\end{pmatrix}.
\label{eq:Hp}
\end{equation}
The phases pass through $k_z$ and $k_z^2$ because they do not depend on $z$.

\section{The conserved matrix and the transformation}

A constant unitary matrix $M$ commutes with $H'$ exactly when $\langle Mi'|H'|Mj'\rangle=H'_{ij}$ for all $i,j$. The diagonal of \eqref{eq:Hp} is $(a,b,b,a)$, which allows the exchanges $1\leftrightarrow4$ and $2\leftrightarrow3$. Take $M|1'\rangle=|4'\rangle$, $M|2'\rangle=u|3'\rangle$, $M|3'\rangle=v|2'\rangle$, $M|4'\rangle=w|1'\rangle$ with unit-modulus $u,v,w$. The conditions read
\begin{align}
H'_{12}=u\,H'_{43}&:\quad -\sigma=u\sigma &&\Rightarrow\ u=-1,\\
H'_{13}=v\,H'_{42}&:\quad r=vr &&\Rightarrow\ v=+1,\\
H'_{24}=u^*w\,H'_{31}&:\quad r=-wr &&\Rightarrow\ w=-1,\\
H'_{34}=v^*w\,H'_{21}&:\quad \sigma=(-1)(-\sigma) &&\text{satisfied}.
\end{align}
The last line has no free constant left and holds because $H_{12}$ and $H_{34}$ have opposite signs. The elements 14 and 23 map onto 41 and 32, which vanish. Thus
\begin{equation}
M:\quad |1'\rangle\to|4'\rangle,\quad|4'\rangle\to-|1'\rangle,\quad|2'\rangle\to-|3'\rangle,\quad|3'\rangle\to|2'\rangle,
\label{eq:M}
\end{equation}
and $M^2=-1$, so the eigenvalues are $\pm i$.

For the eigenvectors, $M(|1'\rangle+x|4'\rangle)=|4'\rangle-x|1'\rangle=-x(|1'\rangle-x^{-1}|4'\rangle)$, which is proportional to the original vector if $x^2=-1$; the eigenvalue is $-x$. In the same way $M(|3'\rangle+y|2'\rangle)=|2'\rangle-y|3'\rangle$ has eigenvalue $-y$ with $y^2=-1$. The normalized vectors are
\begin{align}
|H\pm\rangle&=\tfrac1{\sqrt2}\big(e^{i\chi_1}|1\rangle\pm i\,e^{-i\chi_1}|4\rangle\big),&
|L\pm\rangle&=\tfrac1{\sqrt2}\big(e^{-i\chi_2}|3\rangle\pm i\,e^{i\chi_2}|2\rangle\big),
\label{eq:basis}
\end{align}
with $M=\mp i$ on them. The Broido--Sham matrix $U$ has the columns $|H+\rangle,|L+\rangle,|H-\rangle,|L-\rangle$. They are orthonormal: the HH and LH vectors have no common components, and $\langle H+|H-\rangle=\tfrac12[1+(-i)(-i)]=0$, likewise for $L$.

The matrix elements follow from \eqref{eq:Hp}. Between two HH vectors with coefficients $x,x'$ the element is $\tfrac12a(1+x^*x')$, which is $a$ for $x=x'$ and zero for $x=-x'$; the LH vectors give $b$ or zero. Between an HH vector with coefficient $x$ and an LH vector with coefficient $y$,
\begin{equation}
\tfrac12\big[H'_{13}+yH'_{12}+x^*H'_{43}+x^*yH'_{42}\big]=\tfrac12\big[r(1+x^*y)-\sigma(y-x^*)\big].
\end{equation}
Since $x$ is imaginary, $x^*=-x$. For $y=-x$ one has $x^*y=x^2=-1$ and $y-x^*=0$, and the element vanishes. For $y=x$ one has $x^*y=1$ and $y-x^*=2x$, and the element is $r-x\sigma=r\mp i s k_z$. Because $-ik_z=-\partial_z$, this is $r\mp s\partial_z$, and its adjoint is $r\pm s\partial_z$. Therefore $U^\dagger HU=H^U\oplus H^L$ with, in the order (HH, LH),
\begin{equation}
H^{U,L}=\begin{pmatrix}
H_h+c(\gamma_1+\gamma_2)k^2& r\mp s\,\partial_z\\
r\pm s\,\partial_z&H_l+c(\gamma_1-\gamma_2)k^2
\end{pmatrix},
\label{eq:blocks}
\end{equation}
where $H_h=-c(\gamma_1-2\gamma_2)\partial_z^2+V$ and $H_l=-c(\gamma_1+2\gamma_2)\partial_z^2+V$. The upper sign is the block $U$ ($M=-i$) and the lower sign the block $L$ ($M=+i$). Both blocks are real operators, so their eigenfunctions can be chosen real. The warping survives only in the dependence of $r$ on $\varphi$.

If the lower block is written in the order (LH, HH), its upper off-diagonal element is $\langle L-|H|H-\rangle=r-isk_z$, the same as in the upper block, while the diagonal entries are exchanged. If this element is abbreviated as $\tilde R=|R|-i|S|$, the symbol $|S|$ must stand for $sk_z$, a signed operator. Reading it as $s|k_z|$ is an error: it removes the first derivative, and the two blocks, written in the same order, become complex conjugates of each other with equal spectra for any $V$.

As a limiting case take $V=0$ and a plane wave, so that $k_z$ is a number. Each block then has the eigenvalues $P\pm\sqrt{Q^2+r^2+s^2k_z^2}$. The sign of $s$ drops out and the bulk bands are doubly degenerate, as inversion and time reversal require.

\section{What $M$ is}

Write the index of a state as a pair, $|1\rangle=|\uparrow\uparrow\rangle$, $|2\rangle=|\uparrow\downarrow\rangle$, $|3\rangle=|\downarrow\uparrow\rangle$, $|4\rangle=|\downarrow\downarrow\rangle$, with Pauli matrices $\tau_i$ acting on the first label and $\rho_i$ on the second. Reading off \eqref{eq:H4},
\begin{equation}
H=P+V+Q\,\Gamma_Q+r\,\Gamma_R+\sigma\,\Gamma_S,
\end{equation}
\begin{equation}
\Gamma_Q=\tau_z\rho_z,\qquad \Gamma_R=\cos\theta_R\,\tau_x-\sin\theta_R\,\tau_y,\qquad \Gamma_S=-\tau_z\big(\cos\theta_S\,\rho_x-\sin\theta_S\,\rho_y\big).
\label{eq:Gamma}
\end{equation}
The five matrices $\tau_x,\tau_y,\tau_z\rho_x,\tau_z\rho_y,\tau_z\rho_z$ square to one and anticommute in pairs, and so do $\Gamma_Q,\Gamma_R,\Gamma_S$. The product of three anticommuting matrices commutes with each factor, since a factor passes itself freely and collects two signs from the others. In the primed basis both angles are zero and
\begin{equation}
-\Gamma_Q\Gamma_R\Gamma_S=\tau_z\rho_z\,\tau_x\,\tau_z\rho_x=-\tau_x\,\rho_z\rho_x=-i\tau_x\rho_y ,
\end{equation}
using $\tau_z\tau_x\tau_z=-\tau_x$ and $\rho_z\rho_x=i\rho_y$. As $-i\rho_y$ sends $\uparrow\to\downarrow$ and $\downarrow\to-\uparrow$, this matrix acts as \eqref{eq:M}, so $M=-\Gamma_Q\Gamma_R\Gamma_S$. The transformation exists because at fixed $\mathbf k_\parallel$ the Hamiltonian uses only three of the five directions. Inside the blocks \eqref{eq:blocks} the three matrices are $\sigma_z,\sigma_x,\pm\sigma_y$, where $\sigma_{x,y,z}$ act on (HH, LH). Their product is $\pm i$, and no constant $2\times2$ unitary matrix can change the sign of this product. For $rs\neq0$ the two blocks are therefore not related by any constant change of basis; relating them needs an operation on $z$.

In the axial approximation $\gamma_2$ and $\gamma_3$ in $R$ are replaced by a common value $\bar\gamma$, so $R=-\sqrt3c\bar\gamma k_-^2$ and $\theta_R=\pi-2\varphi$. At $\varphi=0$, \eqref{eq:chi} gives $|1'\rangle=i|1\rangle$, $|2'\rangle=i|2\rangle$, $|3'\rangle=-i|3\rangle$, $|4'\rangle=-i|4\rangle$, and \eqref{eq:M} becomes $|1\rangle\to-|4\rangle$, $|2\rangle\to|3\rangle$, $|3\rangle\to-|2\rangle$, $|4\rangle\to|1\rangle$. To compare with a rotation, build $j=\tfrac32$ from three symmetrized spins $\tfrac12$. The operator $e^{i\pi J_y}$ acts on each as $i$ times the Pauli $y$ matrix, sending up to minus down and down to up, so a state with $n$ up spins goes to $|-m\rangle$ with sign $(-1)^n$. For $n=3,2,1,0$ the signs are $-,+,-,+$, in agreement, and $M=e^{i\pi J_y}$. At general $\varphi$, \eqref{eq:chi} gives $\chi_j(\varphi)=\chi_j(0)-m_j\varphi$, so the primed basis is rotated by $e^{-i\varphi J_z}$ and
\begin{equation}
M=e^{i\pi\mathbf J\cdot\mathbf n},\qquad \mathbf n=(-\sin\varphi,\cos\varphi,0).
\end{equation}
This is the spin part of the reflection in the vertical plane that contains $z$ and $\mathbf k_\parallel$, a reflection that leaves $k_z$, $\mathbf k_\parallel$ and $V(z)$ unchanged. With warping, $\theta_R=\pi-2\varphi$ still holds along $\langle100\rangle$ and $\langle110\rangle$, which lie in true mirror planes of the cube. At other angles $M$ is conserved by the algebra of \eqref{eq:LK} without being a crystal symmetry.

Time reversal $T$ does not connect the two blocks at one wave vector. The $\Gamma$ matrices are quadratic in $\mathbf J$ with real coefficients, so they and $M$ commute with $T$. If $M(\mathbf k)\psi=-i\psi$, antilinearity gives $M(\mathbf k)T\psi=+iT\psi$. The state $T\psi$ lives at $-\mathbf k_\parallel$, where $\theta_S$ has changed by $\pi$, $\theta_R$ is unchanged and $M(-\mathbf k)=-M(\mathbf k)$. Hence $M(-\mathbf k)T\psi=-iT\psi$, and the Kramers partner of a $U$ state at $\mathbf k_\parallel$ is a $U$ state at $-\mathbf k_\parallel$. This agrees with \eqref{eq:blocks}, which is the same at $\pm\mathbf k_\parallel$. It is a mistake to cite Kramers' theorem alone for $E^U=E^L$ at $k\neq0$.

\section{When the transformation fails}
\label{sec:fail}

Let the Luttinger parameters depend on $z$, with symmetrized ordering so that $\sigma=2\sqrt3ck\{\gamma_3,k_z\}$ stays Hermitian. The phase $\theta_S$ is unaffected, but $\tan\theta_R=-(\gamma_3/\gamma_2)\tan2\varphi$ now varies with $z$ unless the ratio $\gamma_3/\gamma_2$ is constant or $\varphi$ is a multiple of $45^\circ$. Suppose a constant $U$ still gave two blocks. Then $X=U\,\mathrm{diag}(1,1,-1,-1)U^\dagger$ would commute with $H$. The operators that multiply $\Gamma_Q,\Gamma_S,\tau_x,\tau_y$ are a second-order operator, a first-order operator and the two functions $r\cos\theta_R$ and $-r\sin\theta_R$, which are linearly independent when $\tan\theta_R$ varies. So $X$ must commute with each of the four matrices. Commuting with $\tau_x$ and $\tau_y$ makes $X$ act on the second label only; commuting then with $\rho_z$ and with the in-plane combination in $\Gamma_S$ makes it a multiple of the unit matrix. The traceless $X$ is not, and no constant $U$ exists. Letting $U$ depend on $z$ does not help. The matrix $X(z)$ would again commute with $H$, whose second-order part is $-\partial_z\mathcal A\,\partial_z$ with $\mathcal A=c(\gamma_1-2\gamma_2\Gamma_Q)$. The second-derivative terms of $[X,H]=0$ give $[X,\Gamma_Q]=0$, and the first-derivative terms then give $2\mathcal AX'=is[X,\Gamma_S]$. The left side commutes with $\Gamma_Q$ and the right side anticommutes with it, so both vanish; $\mathcal A$ is invertible because $\gamma_1>2\gamma_2$, so $X$ is constant and the argument above applies. The natural attempt shows how the failure appears. The rephasing contains $e^{i\theta_R\tau_z/2}$, which replaces $k_z$ by $k_z+\tfrac12\theta_R'\tau_z$, and $\tau_z$ anticommutes with $M=-i\tau_x\rho_y$, so the new term couples the blocks. For heterostructures with different parameters in well and barrier the block form is exact along $\langle100\rangle$ and $\langle110\rangle$ or in the axial approximation, where the vertical mirror protects it. Biaxial strain with $\varepsilon_{xx}=\varepsilon_{yy}$ and no shear adds constants or functions of $z$ to $P$ and $Q$ and leaves the block form intact. If the added terms vary with $z$, the symmetry argument of the next section applies only when they are symmetric about the same plane as $V$.

\section{A symmetric well gives degenerate blocks}

Let $\Pi f(z)=f(2z_0-z)$ be the reflection about the plane $z_0$. It is unitary with $\Pi^2=1$, and $\Pi\partial_z\Pi=-\partial_z$, $\Pi\partial_z^2\Pi=\partial_z^2$, $\Pi V(z)\Pi=V(2z_0-z)$. Applied to both components of \eqref{eq:blocks}, it reverses the sign of $s\partial_z$ and reflects the potential:
\begin{equation}
\Pi\,H^L[V(z)]\,\Pi=H^U[V(2z_0-z)].
\label{eq:mirror}
\end{equation}
This holds for any $V$; hard walls are reflected with it. The lower block of a well has the spectrum of the upper block of the mirror-image well. If $V(2z_0-z)=V(z)$ for some $z_0$, the blocks are unitarily equivalent and $E^U_n(\mathbf k_\parallel)=E_n^L(\mathbf k_\parallel)$ for every level and every wave vector. The eigenvectors are mirror images, so the densities $\rho=|f_h|^2+|f_l|^2$ of the normalized two-component states obey $\rho^L(z)=\rho^U(2z_0-z)$.

In the four-band picture the spin part of this horizontal mirror is $e^{-i\pi J_z}=\mathrm{diag}(i,-i,i,-i)=i\rho_z$. It changes the sign of states 2 and 4 relative to 1 and 3, so by \eqref{eq:basis} it sends $|H\pm\rangle\to i|H\mp\rangle$ and $|L\pm\rangle\to i|L\mp\rangle$. The horizontal mirror exchanges the blocks and is not a symmetry of either one. A single block has no parity: $\Pi$ flips $s$, and $\Pi\sigma_z$ flips $r$. For $rs\neq0$ the two envelopes of a block cannot both have definite parity, even in a symmetric well. If they did, one of the terms $rf_l$ and $s\partial_zf_l$ in the HH equation would have parity opposite to $f_h$ and would have to vanish alone, giving $f_l=0$; the LH equation $rf_h\pm s\partial_zf_h=0$ would then give $f_h=0$.

The plane $z_0$ is free. A parabola in a uniform field, $\tfrac12\kappa z^2+eFz=\tfrac12\kappa(z+eF/\kappa)^2-(eF)^2/2\kappa$, is symmetric about $z_0=-eF/\kappa$ and does not split, however strong the field. This holds for an unbounded parabola with constant Luttinger parameters; a graded well of finite depth, whose parameters vary with $z$, loses the symmetry once the hole is displaced.

At fixed in-plane wave vector, and for Luttinger parameters that do not depend on $z$, a constant unitary matrix splits the Luttinger--Kohn Hamiltonian exactly into two real $2\times2$ blocks, which have equal spectra when $V(z)$ is symmetric about some plane. It remains to see how far the converse holds, and how large the splitting is in an asymmetric well.
